# jK pair coupling in rare-gas Rydberg states: argon 3p⁵4f

## The result

A rare-gas atom in the configuration $p^5\,nl$, $l\ge2$, has a core of angular momentum $j_c=3/2$ or $1/2$ and an outer electron with orbital momentum $l$ and spin $s=1/2$. Couple them in the order

$$\mathbf K=\mathbf j_c+\mathbf l,\qquad \mathbf J=\mathbf K+\mathbf s .$$

If the core splitting $\Delta$ is much larger than the quadrupole energy, and that is much larger than every term acting on the outer spin, the levels with $j_c=3/2$ lie at

$$E_K=-F^2\,\frac{6h^2+3h-\frac{15}{2}l(l+1)}{15(2l-1)(2l+3)},\qquad h=\tfrac12\left[K(K+1)-\tfrac{15}{4}-l(l+1)\right],$$

measured from their common centre. For $l=3$ the order from below is $K=3/2,\,9/2,\,5/2,\,7/2$. Each level is a close doublet $J=K\pm\frac12$. Its splitting comes from the outer spin-orbit term and from electrostatic exchange, which also depends on the spin; for argon $4f$ exchange is the larger.

Gaussian units are used, angular momenta are in units of $\hbar$, and the Slater integrals $F^k,G^k$ include $e^2$. One configuration is treated, with fixed radial functions.

## Stage 1: a hole without spin

**The sign of a hole.** Let $O=\sum o_{ab}\,a_a^\dagger a_b$ act on the $p$ shell, with $\mathrm{Tr}\,o=0$. Since $a_a^\dagger a_b=\delta_{ab}-a_ba_a^\dagger$, its elements between the hole states $a_b|\text{full}\rangle$ and $a_{b'}|\text{full}\rangle$ (bra and ket in that order) are $-o_{b'b}$, with the indices transposed. A core state of angular momentum $(j,m)$ lacks the time-reversed orbital $T|jm\rangle$. For a Hermitian operator that is even under time reversal, $\langle T\phi|o|T\chi\rangle=\langle\chi|o|\phi\rangle$, which undoes the transposition. Such an operator therefore acts on the hole as $-o$. An angular momentum is odd under time reversal, acquires a second minus sign, and keeps its usual form.

**The interaction.** The direct part of $e^2/|\mathbf r_1-\mathbf r_2|$ is $\sum_kF^k\,C^k(1)\cdot C^k(2)$, where $C^k$ is the renormalized spherical harmonic. Parity and the triangle rule for $p$ orbitals leave $k=0,2$. The five electrons give the constant $5F^0$ and, by the hole rule,

$$V=-F^2\,C^2(c)\cdot C^2(e).$$

**Reduction to angular momenta.** With unit vectors $\mathbf n$ and $Q_{ij}=n_in_j-\delta_{ij}/3$,

$$C^2(1)\cdot C^2(2)=\tfrac32(\mathbf n_1\cdot\mathbf n_2)^2-\tfrac12=\tfrac32\sum_{ij}Q^{(1)}_{ij}Q^{(2)}_{ij}.$$

Inside a multiplet of angular momentum $\mathbf a$, the Wigner-Eckart theorem makes $Q_{ij}$ proportional to the symmetric traceless tensor built from $\mathbf a$:

$$Q_{ij}=2\alpha_a\left[\tfrac12(a_ia_j+a_ja_i)-\tfrac13\delta_{ij}\mathbf a^2\right],\qquad C^2_0=\alpha_a(3a_z^2-\mathbf a^2).$$

To contract two such tensors, put $h=\mathbf a\cdot\mathbf l$. Then $a_ia_jl_il_j=h^2$, while $l_jl_i=l_il_j-i\epsilon_{ijk}l_k$ and $\epsilon_{ijk}a_ia_j=ia_k$ give $a_ia_jl_jl_i=h^2+h$. The symmetrized product is the mean, $h^2+h/2$, and the trace terms subtract $\mathbf a^2\mathbf l^2/3$. Hence

$$C^2\cdot C^2=6\alpha_a\alpha_l\left[h^2+\tfrac h2-\tfrac13\mathbf a^2\mathbf l^2\right]=\alpha_a\alpha_l\left[6h^2+3h-2\mathbf a^2\mathbf l^2\right].\tag{1}$$

The factor $\alpha_l$ follows from the state $m=l$, whose density is proportional to $(1-x^2)^l$ with $x=\cos\theta$. Integration by parts gives $\langle x^2\rangle=(1-\langle x^2\rangle)/(2l+2)$, so $\langle x^2\rangle=1/(2l+3)$ and $\langle C_0^2\rangle=-l/(2l+3)$. Division by $3l^2-l(l+1)=l(2l-1)$ gives

$$\alpha_l=-\frac1{(2l-1)(2l+3)},\qquad \alpha_{l_c=1}=-\frac15 .$$

**Three levels.** Without spin, $\mathbf a=\mathbf l_c$ and $\mathbf L=\mathbf l_c+\mathbf l$. Then $h=-(l+1),\,-1,\,l$ for $L=l-1,\,l,\,l+1$. The brackets in (1) factor into $(l+1)(2l+3)$, $-(2l-1)(2l+3)$ and $l(2l-1)$, so the energies $d_LF^2$ have

$$d_{l-1}=-\frac{l+1}{5(2l-1)},\qquad d_l=\frac15,\qquad d_{l+1}=-\frac{l}{5(2l+3)}.\tag{2}$$

Test: for $L=M=l+1$ the state is a product of two stretched orbitals, and $-(-\frac15)\left(-\frac{l}{2l+3}\right)$ is indeed $d_{l+1}$.

## Stage 2: core spin and a large splitting

The core spin-orbit energy $\zeta_c\sum\mathbf l\cdot\mathbf s$ becomes $-\zeta_c\,\mathbf l_c\cdot\mathbf s_c$ for the hole. Here $\mathbf l_c\cdot\mathbf s_c=\frac12$ for $j_c=3/2$ and $-1$ for $j_c=1/2$. The energies are $-\zeta_c/2$ and $+\zeta_c$, so $j_c=3/2$ is lower by $\Delta=\frac32\zeta_c$.

For large $\Delta$ we use (1) with $\mathbf a=\mathbf j_c$. The stretched $p_{3/2}$ state is the $m=1$ orbital with spin up, so $\langle C^2_0\rangle=-1/5$. Since $3\cdot\frac94-\frac{15}4=3$, $\alpha_{3/2}=-1/15$. Inserting this with $\mathbf j_c^2=15/4$ and the minus sign of $V$ gives the opening formula. For $l=3$ the denominator is 675:

- $K=3/2$: $h=-6$, bracket $108$, $E_K=-0.1600\,F^2$
- $K=5/2$: $h=-7/2$, bracket $-27$, $E_K=+0.0400\,F^2$
- $K=7/2$: $h=0$, bracket $-90$, $E_K=+0.1333\,F^2$
- $K=9/2$: $h=9/2$, bracket $45$, $E_K=-0.0667\,F^2$

The sum weighted with $2K+1$ vanishes, as the trace of a quadrupole over orientations must.

**Meaning of the order.** The stretched hole removes negative charge mainly from the plane perpendicular to $\mathbf j_c$. An outer electron whose orbit is tilted least from that plane, with $\mathbf l$ as close to parallel or antiparallel to $\mathbf j_c$ as the quantum numbers allow, is bound more strongly. This is the term $-6h^2$. The two senses of rotation differ because $|h|$ differs: $h=-\frac32(l+1)$ for $K=l-\frac32$ and $h=\frac32l$ for $K=l+\frac32$. The term $6h^2$ makes the bracket of the antiparallel level larger by $\frac{27}2(2l+1)$, and the term $3h$ takes back $\frac92(2l+1)$; for $l=3$ this is $94.5-31.5=63=108-45$.

**Limit of large $l$.** With $K=l+\kappa$, $h\to\kappa l$ and $E_K\to-F^2(6\kappa^2-7.5)/60$. This is $-0.1F^2$ for $\kappa=\pm\frac32$ and $+0.1F^2$ for $\kappa=\pm\frac12$: two pairs, as expected when only the tilt of the orbit matters.

## Stage 3: finite core splitting

$V$ does not act on the outer spin, so $K$ stays a good quantum number while $j_c$ mixes. For $K=l\pm\frac12$ both cores contribute. A rank-2 tensor vanishes inside $j_c=1/2$, so with energies counted from $j_c=3/2$ the matrix is

$$\begin{pmatrix}E_K&v_KF^2\\ v_KF^2&\Delta\end{pmatrix}.$$

The element $v_K$ follows from Stage 1. Since $V$ does not act on the core spin either, the same two-dimensional space can be described by $\mathbf K=\mathbf L+\mathbf s_c$, with $L=K\pm\frac12$. There $V$ is diagonal with entries $d_LF^2$. Trace and determinant do not depend on the basis, so

$$E_K/F^2=d_{K-1/2}+d_{K+1/2},\qquad v_K^2=-\,d_{K-1/2}\,d_{K+1/2}.$$

The first relation gives

$$\frac{E_{l-1/2}}{F^2}=\frac{l-2}{5(2l-1)},\qquad \frac{E_{l+1/2}}{F^2}=\frac{l+3}{5(2l+3)},$$

while for $K=l\pm\frac32$ a single $L$ is possible and $E_K=d_{l\pm1}F^2$. This second route reproduces the four values above. It also shows that the order $K=l-\frac32,\;l+\frac32,\;l-\frac12,\;l+\frac12$ holds for every $l\ge2$ in this first-order model. The second relation gives

$$v_{l-1/2}^2=\frac{l+1}{25(2l-1)},\qquad v_{l+1/2}^2=\frac{l}{25(2l+3)}.$$

For $l=3$, $|v_{5/2}|=0.1789$ and $|v_{7/2}|=0.1155$. The leading shift of the lower level is $-v_K^2(F^2)^2/\Delta$. In the opposite limit $\zeta_c\to0$ the eigenvalues return to $d_LF^2$.

## Stage 4: the outer spin

**Spin-orbit term.** Outside the core the electron sees $-e^2/r$, and the term is $\zeta_{nl}\,\mathbf l\cdot\mathbf s$ with $\zeta_{nl}=e^2\hbar^2\langle r^{-3}\rangle/(2m^2c^2)$. Inside one $K$ level, $\mathbf l$ may be replaced by $g_K\mathbf K$, where

$$g_K=\frac{\langle\mathbf l\cdot\mathbf K\rangle}{K(K+1)}=\frac{K(K+1)+l(l+1)-j_c(j_c+1)}{2K(K+1)}.$$

Since $\mathbf K\cdot\mathbf s$ equals $K/2$ for $J=K+\frac12$ and $-(K+1)/2$ for $J=K-\frac12$, the upper-$J$ member is displaced from the lower-$J$ one by $\zeta_{nl}\,g_K(K+\frac12)$.

**Exchange as a projector.** Let $a,c$ be outer and $b,d$ core spin orbitals, and let $v$ be the Coulomb repulsion. The exchange part is $-\sum\langle ab|v|dc\rangle f_a^\dagger f_c\,p_b^\dagger p_d$. Writing $p_b^\dagger p_d=\delta_{bd}-p_dp_b^\dagger$ leaves a constant from the full shell and

$$W=\sum\langle ab|v|dc\rangle\,f_a^\dagger p_d\;p_b^\dagger f_c .$$

In the multipole expansion of $v$, the conjugation rule $(C^k_q)^\dagger=(-1)^qC^k_{-q}$ turns each term into a product of an amplitude and its conjugate:

$$W=\sum_kG^k\sum_q|X_{kq}\rangle\langle X_{kq}|,\qquad |X_{kq}\rangle=\sum_{a,d}\langle a|C^k_q|d\rangle f_a^\dagger p_d|\text{full}\rangle .$$

$|X_{kq}\rangle$ is a spin-free operator of rank $k$ acting on a closed shell, so it is a singlet with $L=k$. Its squared norm is $2A_k/(2k+1)$, where the 2 counts the spins and $A_k=\sum_{mm'q}|\langle lm|C^k_q|1m'\rangle|^2$. The addition theorem turns this sum into

$$A_k=\tfrac{3(2l+1)}2\int_{-1}^1P_1P_lP_k\,dx .$$

With $(2l+1)xP_l=(l+1)P_{l+1}+lP_{l-1}$ we find $A_{l+1}=3(l+1)/(2l+3)$, $A_{l-1}=3l/(2l-1)$, and zero for other $k$. For $l=3$, $A_2=9/5$ and $A_4=4/3$. Exchange therefore raises levels with $J=2$ and $J=4$, one member of each $4f$ doublet.

**The singlet share of a jK state.** In a singlet $\langle\mathbf L\cdot\mathbf s_c\rangle=0$. If $p_\pm$ are the probabilities of $K=L\pm\frac12$, then $p_+L/2=p_-(L+1)/2$, which gives $p_K=(2K+1)/[2(2L+1)]$. For given $L$ and $K$, projecting $\mathbf l_c$ on $\mathbf L$ gives

$$\langle\mathbf l_c\cdot\mathbf s_c\rangle=\frac{L(L+1)+2-l(l+1)}{2L(L+1)}\,\langle\mathbf L\cdot\mathbf s_c\rangle .$$

The probability $p_{3/2}$ of $j_c=3/2$ satisfies $\langle\mathbf l_c\cdot\mathbf s_c\rangle=\frac12p_{3/2}-(1-p_{3/2})$, so $p_{3/2}=\frac23(1+\langle\mathbf l_c\cdot\mathbf s_c\rangle)$. The first-order shift is

$$\delta E=\frac{2A_kG^k}{2k+1}\,p_K\,p_{3/2},\qquad J=L=k .$$

For $l=3$:

- $K=3/2,\ J=2$: $0.72\cdot\frac25\cdot1=0.288$, times $G^2$
- $K=5/2,\ J=2$: $0.72\cdot\frac35\cdot\frac49=0.192$, times $G^2$
- $K=7/2,\ J=4$: $\frac8{27}\cdot\frac49\cdot\frac14=0.0329$, times $G^4$
- $K=9/2,\ J=4$: $\frac8{27}\cdot\frac59\cdot1=0.1646$, times $G^4$

## Stage 5: argon 3p⁵4f

The $3p$ orbital is taken from a Hartree-Fock calculation of the neutral atom (aug-cc-pVTZ basis) and kept frozen. The $4f$ orbital is hydrogenic with unit charge. The constant $\zeta_c$ comes from the electric field of the nucleus and the other electrons of the ion.

For a core well inside the orbit, $F^2\approx e^2\langle r^2\rangle_{3p}\langle r^{-3}\rangle_{4f}$. The hydrogenic factor follows in two steps. Differentiating $E=-e^2/[2a_0(n_r+l+1)^2]$ with respect to $l$ gives $\langle r^{-2}\rangle=1/[a_0^2n^3(l+\frac12)]$. The vanishing mean radial force gives $l(l+1)\langle r^{-3}\rangle=\langle r^{-2}\rangle/a_0$. Hence $\langle r^{-3}\rangle=1/(42n^3a_0^3)=3.72\times10^{-4}\,a_0^{-3}$ for $4f$. With $\langle r^2\rangle_{3p}=3.316\,a_0^2$ the estimate is $F^2=270.8\ \mathrm{cm^{-1}}$; the full double integral gives $270.2\ \mathrm{cm^{-1}}$. The other parameters, in $\mathrm{cm^{-1}}$, are $\Delta=1239$, $G^2=2.90$, $G^4=1.88$ and $\zeta_{4f}=0.0022$, so the assumed hierarchy is present. The last digits depend on the basis. Near the basis limit $\langle r^2\rangle_{3p}=3.311\,a_0^2$, $F^2=269.8$, $\Delta=1245$, $G^2=2.98$ and $G^4=1.91\ \mathrm{cm^{-1}}$, so the doublet splittings below grow by 2 to 3% and the spread of the $K$ levels falls by $0.2\ \mathrm{cm^{-1}}$.

**Positions.** First order gives $-43.2,\,-18.0,\,+10.8,\,+36.0\ \mathrm{cm^{-1}}$ for $K=3/2,\,9/2,\,5/2,\,7/2$. Core mixing lowers the last two to $8.9$ and $35.2\ \mathrm{cm^{-1}}$; the leading formula predicts shifts of $-1.9$ and $-0.8\ \mathrm{cm^{-1}}$.

These results were tested by diagonalizing the Hamiltonian among all 84 determinants of the configuration, without the hole rule or any recoupling. The centres of the doublets span $78.0\ \mathrm{cm^{-1}}$ ($9.67$ meV) in the predicted order. With $F^2$ set to zero the whole lower group spans $1.4\ \mathrm{cm^{-1}}$, so the quadrupole term is what separates the $K$ levels.

**Doublets.** The splittings $E(J{=}K{+}\frac12)-E(J{=}K{-}\frac12)$, in $\mathrm{cm^{-1}}$, are:

- $K=3/2$: exchange $+0.836$, spin-orbit $+0.007$, full result $+0.833$
- $K=9/2$: exchange $-0.309$, spin-orbit $+0.007$, full result $-0.301$
- $K=5/2$: exchange $-0.557$, spin-orbit $+0.006$, full result $-0.610$
- $K=7/2$: exchange $+0.062$, spin-orbit $+0.007$, full result $+0.074$

The even-$J$ member is the higher one in every doublet, so two doublets are inverted although the spin-orbit term alone would invert none.

The $K=5/2$ splitting exceeds its first-order value of $0.551$ by about a tenth. Most of this is core mixing. In the basis of Stage 3, first-order perturbation theory raises the share of $L=2$ in the lower $K=5/2$ state by

$$2\frac{F^2}{\Delta}(d_3-d_2)\,p_{3/2}(1-p_{3/2})=2(0.218)(0.36)\left(\tfrac{20}{81}\right)=0.039,$$

which is 9% of $4/9$. The remainder, about $0.01\ \mathrm{cm^{-1}}$, is the repulsion by exchange between the two $J=2$ levels with $K=3/2$ and $5/2$: the element is $0.72\,G^2\sqrt{\frac25\cdot\frac4{15}}=0.68\ \mathrm{cm^{-1}}$ and the gap is $52\ \mathrm{cm^{-1}}$.

**How good is the label?** Among the eight lower levels, the smallest weight of the leading jK state is 0.998. For LS coupling the corresponding number is 0.42, and for jj coupling 0.905. That jj coupling does fairly well is a property of the angular momenta. For $K=3/2$, $J=2$ we have $\langle\mathbf l\cdot\mathbf s\rangle=g_K\cdot\frac34=1.2$, while $j_f=7/2$ and $5/2$ have $\frac32$ and $-2$. The weight of $j_f=7/2$ is thus $(1.2+2)/3.5=0.914$ even in a pure jK state.

## Stage 6: other n, and where the scheme fails

$F^2$ and $\zeta_{nf}$ follow $\langle r^{-3}\rangle\propto n^{-3}$; the computed $n^3F^2$ changes by 0.3% from $n=4$ to $n=8$. Exchange instead depends on the overlap of $nf$ with the outer tail of $3p$, a few $a_0$ from the nucleus. There the binding energy is small beside the centrifugal and Coulomb terms of the radial equation, so the shape of $nf$ hardly depends on $n$, and mainly its amplitude changes. The hydrogenic normalization gives a squared small-$r$ amplitude proportional to

$$\frac{(n+3)!}{(n-4)!\,n^{10}}=\frac1{n^3}\left(1-\frac1{n^2}\right)\left(1-\frac4{n^2}\right)\left(1-\frac9{n^2}\right).$$

This predicts that $n^3G^2$ grows by a factor 2.58 from $n=4$ to $n=8$; the integrals give 2.32. The sign of the difference can be traced: in the radial equation the energy term multiplies the small-$r$ function by $1+r^2/(18n^2a_0^2)$, which favours the smaller $n$. Exchange thus gains on the quadrupole energy as $n$ rises, but $G^2/F^2$ is still about 0.025 at $n=8$.

The scheme fails when its hierarchy does. If exchange approaches the quadrupole energy, as it may for a penetrating orbital of low $l$, $K$ is no longer a good label for the levels with $J=l\pm1$, the only ones on which exchange acts. If $F^2$ approaches $\Delta$, the levels $K=l\pm\frac12$ begin to lose $j_c$, but slowly, because $v_K$ is small: for $l=3$ and $F^2=\Delta$ the matrix of Stage 3 still gives the lower states with $K=5/2$ and $7/2$ shares of 97% and 98% of $j_c=3/2$. Levels built on $j_c=1/2$ can also fall near levels of another $n$ built on $j_c=3/2$, and a single configuration may then be insufficient. In argon such a near coincidence occurs already at $n=5$: with hydrogenic energies and a core splitting of $1400\ \mathrm{cm^{-1}}$, $5f$ on $j_c=1/2$ lies at $-109737/25+1400\approx-2989\ \mathrm{cm^{-1}}$ and $6f$ on $j_c=3/2$ at $-109737/36\approx-3048\ \mathrm{cm^{-1}}$, both measured from the lower ionization limit. The gap of about $60\ \mathrm{cm^{-1}}$ moves one for one with the splitting assumed; it is about $90\ \mathrm{cm^{-1}}$ for a splitting of $1430\ \mathrm{cm^{-1}}$.

The argon numbers are model results. Core relaxation and polarization, configuration mixing and the distortion of $4f$ are left out. So are magnetic interactions between the core and the outer electron, which are of the order of $\zeta_{4f}$ and matter most for the narrow $K=7/2$ doublet. The computed $\Delta$ is also below the measured core splitting, roughly $1400\ \mathrm{cm^{-1}}$, and the $3p$ orbital of the neutral atom is more diffuse than that of the ion. Hartree-Fock $3p$ orbitals of Ar$^+$ give $\langle r^2\rangle\approx2.8$ to $2.9\,a_0^2$, $F^2\approx226$ to $235$, $\Delta\approx1400$ to $1450$, $G^2\approx1.3$ to $1.5$ and $G^4\approx0.8$ to $1.0\ \mathrm{cm^{-1}}$. The spread of the $K$ levels then falls from 78 to about $67\ \mathrm{cm^{-1}}$, the doublet splittings are roughly halved, and $F^2/\Delta$, which sets the core mixing, drops from 0.22 to about 0.16. The order of the levels, the signs of the doublets and the dominance of exchange over the outer spin-orbit term do not change. The remaining values are in the numerical output below.

## Table of computed values

```
<r^2> of argon 3p = 3.3162 a0^2
<r^-3> of 4f = 3.7202e-04 a0^-3
core zeta_c = 826.1 cm^-1, Delta = 1239.2 cm^-1
F2(3p,4f) = 270.191 cm^-1
<r^2><r^-3> estimate of F2 = 270.763 cm^-1
G2 = 2.9034 cm^-1, G4 = 1.8773 cm^-1
zeta_4f = 0.00217 cm^-1
K, E_K/F2, first order, two-channel energy (cm^-1)
  3/2 -0.16000 -43.231 -43.231
  9/2 -0.06667 -18.013 -18.013
  5/2 +0.04000 +10.808 +8.909
  7/2 +0.13333 +36.025 +35.217
K, |v_K|, second-order shift (cm^-1)
  5/2 0.17889 -1.885
  7/2 0.11547 -0.786
K, J, full energy (cm^-1), jK weight; core 3/2
  3/2 1 -43.2348 1.00000
  3/2 2 -42.4020 0.99981
  9/2 4 -17.7081 0.99999
  9/2 5 -18.0094 1.00000
  5/2 2 +9.5211 0.99831
  5/2 3 +8.9114 0.99846
  7/2 3 +35.2132 0.99933
  7/2 4 +35.2877 0.99933
K, J, full energy (cm^-1); core 1/2
  5/2 2 1241.7058
  5/2 3 1241.0648
  7/2 3 1239.9671
  7/2 4 1240.1544
K, even J, exchange shift / G^J
  3/2 2 0.28800
  5/2 2 0.19200
  7/2 4 0.03292
  9/2 4 0.16461
E(K+1/2)-E(K-1/2): exchange, spin-orbit, sum, full (cm^-1)
  3/2 +0.8362 +0.0070 +0.8431 +0.8329
  9/2 -0.3090 +0.0072 -0.3018 -0.3013
  5/2 -0.5574 +0.0063 -0.5511 -0.6097
  7/2 +0.0618 +0.0066 +0.0684 +0.0744
spread of K centres = 77.969 cm^-1 = 9.667 meV
spread of lower group with F2 = 0: 1.3994 cm^-1
smallest leading weight: jK 0.99831, LS 0.416, jj 0.905
smallest leading jj weight of pure jK states: 0.91429
n=6: F2 = 79.884, G2 = 1.6762 cm^-1
n=8: F2 = 33.672, G2 = 0.8423 cm^-1
n^3 F2, ratio n=8 to n=4: 0.9970
n^3 G2, same ratio: 2.321, amplitude law 2.578
```
